# Complex Energy Contours for the Valence Charge Density, part 2

We want the valence electron density of a crystal from the Green function at a few complex energies, avoiding the poles and sharp band-edge features on the real axis. Independent electrons move in a fixed real potential at zero temperature, with a self-adjoint Hamiltonian $H$ and one coordinate $x$. Energies are in Ry and lengths in bohr.

The Green function is $G(z) = (z - H)^{-1}$, with $z$ a complex energy. For real levels $\varepsilon_j$ with normalized orbitals $\psi_j$,

$$ G(x,x;z) = \sum_j \frac{|\psi_j(x)|^2}{z - \varepsilon_j} . $$

The energy window runs from $E_B$, in the gap between the core levels and the valence band, to the Fermi energy $E_F$. The valence density $n(x)$, with both spins, can be found just above the real axis, at height $\eta$:

$$ n(x) = - \frac{2}{\pi} \lim_{\eta \to 0^+} \mathrm{Im} \int_{E_B}^{E_F} G(x,x;E + i\eta) \, dE . $$

Because the levels are real, $G$ is analytic above the axis. The same density therefore follows from any path $C$ from $E_B$ to $E_F$ through the upper half plane, such as a semicircular arc:

$$ n(x) = - \frac{2}{\pi} \, \mathrm{Im} \int_C G(x,x;z) \, dz . $$

For a single level $\varepsilon$, let $\alpha$ be the angle of $z - \varepsilon$, with values $\alpha_B$ and $\alpha_F$ at the start and end of $C$. Then

$$ \int_C \frac{dz}{z - \varepsilon} = \ln \frac{|E_F - \varepsilon|}{|E_B - \varepsilon|} + i (\alpha_F - \alpha_B) . $$

The angle changes from $\pi$ to 0 for a level inside the window and has no net change for a level outside. These levels get weights 1 and 0 per spin.

We now need a crystal whose Green function can be written down, and a rule for the integral.

### A chain of scatterers

Take identical point scatterers of strength $V$ at spacing $a$. In Rydberg units, where $\hbar^2/2m = 1$, the Hamiltonian is

$$ H = - \frac{d^2}{dx^2} + V \sum_n \delta(x - na) . $$

Put a source at $x$ between 0 and $a$, and let $y$ be the point of observation. Away from the source, $G$ solves $f'' + z f = 0$ between scatterers. Integrating the equation across a scatterer shows that $f$ is continuous and that $f'$ jumps by $V f$. Let $k^2 = z$.

Let $s(y)$ be the solution with $s(x) = 0$ and $s'(x) = 1$. Up to the scatterer at $a$ it is $\sin[k(y - x)]/k$. Just beyond the scatterer,

$$ s(a) = \frac{\sin k(a-x)}{k} , \qquad s'(a^+) = \cos k(a-x) + \frac{V}{k} \sin k(a-x) . $$

Over the remaining distance $x$ the solution is $s(a) \cos k(y-a) + s'(a^+) \sin[k(y-a)]/k$. At $y = x + a$ its value $S$ is, by the addition theorem for the sine,

$$ S = \frac{\sin ka}{k} + \frac{V}{k^2} \sin kx \, \sin k(a-x) , $$

and its slope there is $\cos ka + (V/k) \sin k(a-x) \cos kx$.

Let $c(y)$ be the solution with $c(x) = 1$ and $c'(x) = 0$. At the scatterer $c(a) = \cos k(a-x)$ and $c'(a^+) = -k \sin k(a-x) + V \cos k(a-x)$. The same steps give

$$ c(x+a) = \cos ka + \frac{V}{k} \cos k(a-x) \, \sin kx . $$

The matrix that carries value and slope across one cell has trace $c(x+a) + s'(x+a)$. We call this $2D$. Adding the two expressions,

$$ D = \cos ka + \frac{V}{2k} \sin ka . $$

The determinant is 1, because $c s' - c' s$ is constant between scatterers and the jumps cancel in it. The two eigenvalues are therefore $\lambda$ and $1/\lambda$, with $\lambda + 1/\lambda = 2D$.

Can $|\lambda|$ equal 1 above the real axis? Then a solution $f$ would change by a mere phase over a cell. Multiply $Hf = zf$ by $f^*$ and integrate over a cell containing one scatterer. After integration by parts the boundary terms cancel, since $f^* f'$ is the same at both ends, and

$$ \int |f'|^2 dy + V |f(\text{scatterer})|^2 = z \int |f|^2 dy . $$

The left side is real, so $z$ must be real. Above the axis we may choose $|\lambda| < 1$, and one solution decays to the right, the other to the left.

Let $g = G(x,x;z)$. To the right of the source $G$ is $g\,c + p_+ s$ with slope $p_+$ at the source, and it must be multiplied by $\lambda$ over a cell. The solution on the left, continued to the right, has slope $p_-$ and is multiplied by $1/\lambda$:

$$ \lambda g = c(x+a) g + p_+ S , \qquad \frac{g}{\lambda} = c(x+a) g + p_- S . $$

Subtracting gives $(\lambda - 1/\lambda) g = (p_+ - p_-) S$. The equation $(z - H)G = \delta$ contains $+G''$, so the slope jumps by $p_+ - p_- = 1$ at the source. Hence

$$ G(x,x;z) = \frac{S}{\lambda - 1/\lambda} . $$

For $V = 0$ we have $\lambda = e^{ika}$ with $\mathrm{Im}\, k > 0$, and the formula gives $1/(2ik)$, the free-electron value.

### The link to multiple scattering

The same $G$ can be built from scatterings. The free function between points a distance $d$ apart is $G_0(d) = e^{ikd}/(2ik)$. With scatterers at $X_i$, the equation $G = G_0 + G_0 V G$ taken at the sites is a linear system. Its solution gives

$$ G(x,x;z) = G_0(0) + \sum_{ij} G_0(|x - X_i|) \, T_{ij} \, G_0(|X_j - x|) , \qquad T = (V^{-1} - G_0)^{-1} , $$

where $G_0$ in the inverse is the matrix between sites. Above the axis $|e^{ikd}| = e^{-d\,\mathrm{Im}\,k}$, so free propagation to distant scatterers is damped. At $z = 0.8 + 0.3i$ Ry and $x = 1.2$ bohr, 81 scatterers and the chain formula both give $-0.37076 - 0.76845i$ per Ry bohr in the crystal treated next.

### Bands and Fermi energy

We choose $a = 4$ bohr and $V = -3$ Ry bohr. On the real axis a band is a range where $|D| \le 1$, for then $\lambda = e^{\pm i\theta}$ with $\cos\theta = D$. The lowest band runs from $-2.272$ to $-2.227$ Ry. It is narrow and full, and it plays the core. The second runs from $0.6169$ to $1.2150$ Ry and is the valence band. We put $E_B = 0.2$ Ry in the gap between them.

The phases $\theta$ of a long ring of cells are evenly spaced between $-\pi$ and $\pi$. In the valence band $D$ rises from $-1$ to 1, so $|\theta|$ falls from $\pi$ to 0. Filling the states with $|\theta| > \pi/2$ fills half the band, which is one electron per cell with both spins. The Fermi energy then follows from $D = 0$:

$$ E_F = 0.8526 \ \text{Ry} = 11.60 \ \text{eV} . $$

Inside a band $\lambda - 1/\lambda = \pm 2i \sin\theta$, so that

$$ |\mathrm{Im}\, G| = \frac{|S|}{2\sqrt{1 - D^2}} . $$

At the valence bottom $ka = \pi$, where $D = -1$ and $S = (V/k^2) \sin^2(\pi x/a)$. Since $1 - D^2$ vanishes linearly there, $\mathrm{Im}\, G$ diverges as an inverse square root of the energy above the edge, except at the scatterers, where $S$ vanishes too. An integration along the real axis from $E_B$ crosses this singularity. In this chain it can be removed once the edge energy $E_b$ is known: starting at the edge and putting $E = E_b + u^2$ makes the integrand smooth, and eight Gauss points in $u$ give $n(a/2)$ to about $10^{-11}$ per bohr. The advantage of the arc is that the singular points inside the window need not be located and treated in this way.

### The semicircle rule

Let $c_0 = (E_B + E_F)/2 = 0.52628$ Ry and $R = (E_F - E_B)/2 = 0.32628$ Ry. The semicircle is

$$ z = c_0 + R e^{i\varphi} , \qquad dz = i R e^{i\varphi} d\varphi , $$

with $\varphi$ running from $\pi$ to 0. Gauss–Legendre quadrature uses a variable $t$ from $-1$ to 1, so we set $\varphi = \pi(1 - t)/2$ and $d\varphi = -(\pi/2) dt$. With nodes $t_j$ and weights $w_j$ the density formula becomes

$$ n(x) \approx - \frac{2}{\pi} \mathrm{Im} \sum_j w_j \left( - \frac{\pi}{2} \right) i R e^{i\varphi_j} G(x,x;z_j) = R \sum_j w_j \, \mathrm{Re} \left[ e^{i\varphi_j} G(x,x;z_j) \right] , $$

because $\mathrm{Im}(iA) = \mathrm{Re}\, A$.

### Eight energies

Midway between scatterers, at $x = a/2$, the eight-point rule gives these values, with $z$ in Ry, $G$ per Ry bohr and the contribution to $n$ per bohr:

| $z$ | $G$ | part of $n$ |
|---|---|---|
| $0.2006+0.0203i$ | $-1.0372-0.0306i$ | 0.034253 |
| $0.2165+0.1025i$ | $-1.0322-0.1574i$ | 0.074693 |
| $0.2865+0.2213i$ | $-1.0077-0.3750i$ | 0.101833 |
| $0.4336+0.3128i$ | $-0.9382-0.6787i$ | 0.108556 |
| $0.6190+0.3128i$ | $-0.7835-1.0670i$ | 0.094716 |
| $0.7661+0.2213i$ | $-0.5152-1.4959i$ | 0.065086 |
| $0.8361+0.1025i$ | $-0.2212-1.8128i$ | 0.026061 |
| $0.8519+0.0203i$ | $-0.0423-1.9086i$ | 0.002534 |

The Green function varies gently. It is nearly real near $E_B$, which lies in a gap, and nearly imaginary near $E_F$, which lies inside a band: there $S$ is real and $\lambda - 1/\lambda = \pm 2i \sin\theta$ is imaginary.

To follow one line, take the first node. There $e^{i\varphi} = (z - c_0)/R = -0.9981 + 0.0623i$, and

$$ \mathrm{Re}[e^{i\varphi} G] = (-0.9981)(-1.0372) - (0.0623)(-0.0306) = 1.037 . $$

Dividing the contribution by $R$ times this number gives the weight, $0.034253/(0.32628 \times 1.037) = 0.101$. The last node has the same weight by symmetry. Its contribution is small because $e^{i\varphi}$ is nearly real there and $G$ is nearly imaginary, so both terms of $\mathrm{Re}[e^{i\varphi}G]$ are small: $-0.042 + 0.119 = 0.077$.

The eight parts add to $n(a/2) = 0.507732$ per bohr. A sum over normalized Bloch states, which uses no Green function, gives $0.507733$. At $x = a/4$ and at a scatterer the density is $0.2398$ and $0.0268$ per bohr. The valence charge thus sits mainly between the scatterers, in keeping with the factor $\sin^2(\pi x/a)$ at the band bottom.

### How fast the rule converges

An $N$-point Gauss rule has positive weights with sum 2 and integrates polynomials up to degree $2N - 1$ exactly. Put $t = (u + 1/u)/2$. If the integrand is analytic and at most $M$ in size for $1/q \le |u| \le q$, with $q > 1$, its Laurent coefficients in $u$ are at most $M q^{-|m|}$. In $t$ this is a series of Chebyshev polynomials, themselves at most 1 in size, with coefficients at most $2M q^{-m}$. Terms with $m < 2N$ are integrated exactly. Each later term errs by at most 4 times its coefficient, so

$$ |\text{error}| \le \sum_{m \ge 2N} 8 M q^{-m} = \frac{8 M q^{-2N}}{1 - 1/q} . $$

The limit on $q$ comes from the nearest singularity. Both $S$ and $D$ are regular for all $z$, and $\lambda - 1/\lambda = \pm 2\sqrt{D^2 - 1}$ vanishes at band edges alone. In particular, $G$ continues smoothly through the axis at $E_F$. An edge at $e > c_0$ corresponds to

$$ t = 1 + i\tau , \qquad \tau = \frac{2}{\pi} \ln \frac{e - c_0}{R} . $$

The top of the valence band gives $\tau = 0.48$ and the bottom $\tau = -0.82$; the edges of the core band and of the higher bands are farther away in $t$. The top sets the limit, $q = |t + \sqrt{t^2 - 1}| = 2.04$. Doubling $N$ from 8 to 16 should then reduce the error by about $2.04^{16} \approx 9 \times 10^4$. The computed errors are:

| points | semicircle (1/bohr) | real axis (1/bohr) |
|---|---|---|
| 4 | $7.7 \times 10^{-4}$ | 0.39 |
| 8 | $9.9 \times 10^{-7}$ | 0.18 |
| 16 | $1.5 \times 10^{-11}$ | 0.64 |
| 32 | $1.6 \times 10^{-15}$ | 0.07 |

From 8 to 16 points the semicircle error falls by a factor of about $7 \times 10^4$, close to the estimate. At 32 points rounding sets the floor. Just above the real axis the same rule shows no steady convergence, and between 28 and 36 points its worst error is $4.3$ per bohr, several times the density itself. This error occurs at 33 points, where one node falls about $1.1 \times 10^{-5}$ Ry above the valence bottom. The integrand diverges at that edge, and this node alone contributes $4.4$ per bohr.

If $E_F$ approaches a band edge at distance $\delta$, then $|\tau| \approx 2\delta/(\pi R)$ and $q \approx 1 + \sqrt{|\tau|}$. By this estimate the number of points needed for a given accuracy grows roughly as $\sqrt{R/\delta}$.

### The imaginary part of the product

On the real axis $dE$ is real and one may take $\mathrm{Im}\, G$ first. On the arc, with $dz = dX + i\,dY$,

$$ \mathrm{Im}(G\,dz) = \mathrm{Im}\,G \, dX + \mathrm{Re}\,G \, dY . $$

Suppose the second term is dropped. For a level at $c_0 + \sigma$ with $|\sigma| < R$, a geometric series gives

$$ \mathrm{Im} \frac{1}{Re^{i\varphi} - \sigma} = - \sum_{m \ge 0} \frac{\sigma^m}{R^{m+1}} \sin (m+1)\varphi . $$

Multiply by $dX = -R \sin\varphi \, d\varphi$ and integrate from $\pi$ to 0. The term $m = 0$ alone survives and gives $-\pi/2$, so every occupied valence level gets half its weight. For $|\sigma| > R$ the series in $R/\sigma$ gives, in the same way, the false weight $\frac{1}{2}(R/\sigma)^2$. In our crystal the truncated formula yields $0.747$ electrons per cell in place of 1: half an electron from the occupied valence states and $0.247$ leaking in from the core and the empty states.

### Where the path may begin and end

The valence count from the correct formula is $1.000$ per cell. If the path starts at $-3.5$ Ry, below the core band, the count is $3.000$, because the two core electrons now lie in the window. A start inside a band would count part of that band, so $E_B$ must be placed with the band positions in view. A rectangular path with the same ends as the semicircle gives the same density, as the numerical check confirms.

Two assumptions deserve a last look. If the potential is made complex to describe absorption, the levels leave the real axis. An angle then no longer changes by exactly $\pi$ or 0, and the formula no longer counts whole electrons. At a finite temperature $T$ the integrand acquires the Fermi function $1/(e^{(z - \mu)/k_B T} + 1)$, with $\mu$ the chemical potential. It has poles where the exponential equals $-1$, at $z = \mu + i\pi(2m+1) k_B T$ with integer $m$. Those with $m \ge 0$ lie in the upper half plane, and a path moved across them must include their residues.

## Calculated quantities

```
lattice constant a = 4.0 bohr, strength V = -3.0 Ry bohr
core band: -2.27178 to -2.22712 Ry
valence band: 0.61685 to 1.21498 Ry
path start E_B = 0.200 Ry
Fermi energy E_F = 0.852565 Ry = 11.5997 eV
semicircle centre = 0.526282 Ry, radius = 0.326282 Ry
G at x = 1.2 bohr, z = 0.8+0.3j Ry, in 1/(Ry bohr):
  chain formula -0.37075799-0.76845034j, 81 scatterers -0.37075799-0.76845034j
level energy (Ry) and its weight on the semicircle:
   -2.25  0.000000
    0.80  1.000000
    1.15  0.000000
8-point semicircle, x = a/2: z (Ry), G (1/(Ry bohr)), part of n (1/bohr)
  0.20063+0.02034j  -1.03717-0.03060j  0.034253
  0.21650+0.10245j  -1.03219-0.15738j  0.074693
  0.28650+0.22128j  -1.00773-0.37499j  0.101833
  0.43356+0.31283j  -0.93820-0.67872j  0.108556
  0.61900+0.31283j  -0.78351-1.06703j  0.094716
  0.76606+0.22128j  -0.51516-1.49585j  0.065086
  0.83606+0.10245j  -0.22123-1.81281j  0.026061
  0.85193+0.02034j  -0.04232-1.90858j  0.002534
sum of the 8 parts = 0.507732 per bohr
x (bohr), n semicircle 64 points, n rectangle, n Bloch sum (1/bohr):
  0.0  0.02681669  0.02681669  0.02681669
  1.0  0.23979594  0.23979594  0.23979594
  2.0  0.50773303  0.50773303  0.50773303
points, error of n(a/2) on semicircle, on real axis (1/bohr):
   4  7.7e-04  3.9e-01
   8  9.9e-07  1.8e-01
  16  1.5e-11  6.4e-01
  32  1.6e-15  6.9e-02
height of the real-axis line = 1e-09 Ry
worst error, 28 to 36 points: semicircle 2.0e-15, real axis 4.3e+00 per bohr
valence electrons per cell = 1.00000000
electrons per cell, path from -3.5 Ry = 3.00000000
wrong count from Im G d(Re z) = 0.74729 electrons per cell
```
